# Landauer Current from Discharging Finite Leads, with Error Analysis

## Model and conventions

Two identical leads, left (L) and right (R), each have $N$ sites, numbered $n=1,\dots,N$ away from the junction. Spinless, non-interacting electrons hop within a lead with amplitude $-J$ and between the two end sites $n=1$ with amplitude $-J'$. We set $\hbar=a=1$, where $a$ is the site spacing, and assume

$$0<\lambda\equiv J'/J<1 .$$

All on-site energies are zero. An isolated lead has the Hamiltonian $h$, with orbitals and energies

$$\phi_k(n)=\sqrt{\tfrac{2}{N+1}}\,\sin kn,\qquad \varepsilon=-2J\cos k,\qquad k=\frac{\pi m}{N+1},$$

for $m=1,\dots,N$. The group velocity is $v=d\varepsilon/dk=2J\sin k$, at most $v_{\max}=2J$.

Before $t=0$ the leads are separate and at zero temperature. The left lead is filled up to $k_b$ and the right lead up to $k_a<k_b$, with chemical potentials $\mu_L=\varepsilon(k_b)$ and $\mu_R=\varepsilon(k_a)$. At $t=0$ the bond is closed. The bias is therefore a difference of filling; a voltage that shifts one band against the other would be a different problem with a different transmission. The current $I$ is the number of electrons entering R per unit time; multiplying by $e$ gives the size of the electric current.

The claim is that $I(t)$ settles near

$$I_L=\frac1{2\pi}\int_{\mu_R}^{\mu_L}T(\varepsilon)\,d\varepsilon \tag{1}$$

and stays there until waves return from the far ends, at the earliest around

$$t_r=\frac{2(N+1)}{v_{\max}}=\frac{N+1}{J}. \tag{2}$$

## Reduction to one end site

Define $|n,\pm\rangle=(|Ln\rangle\pm|Rn\rangle)/\sqrt2$. The bond term becomes

$$-J'\big(|L1\rangle\langle R1|+|R1\rangle\langle L1|\big)=-J'\big(|1,+\rangle\langle1,+|-|1,-\rangle\langle1,-|\big),$$

so the even and odd combinations live on separate chains with Hamiltonians

$$h_\pm=h\mp J'|1\rangle\langle1| .$$

An orbital $\phi_k$ that starts on the left is an equal sum of its even and odd copies. With $\psi_\pm=e^{-ih_\pm t}\phi_k$, its two parts at time $t$ are

$$\psi_L=\tfrac12(\psi_++\psi_-),\qquad \psi_R=\tfrac12(\psi_+-\psi_-).$$

Hopping inside R only moves probability within R, so the growth of $\sum_n|\psi_R(n)|^2$ comes from the bond term in $i\dot\psi_R(1)=-J\psi_R(2)-J'\psi_L(1)$:

$$\frac{d}{dt}\sum_n|\psi_R(n)|^2=2\,\mathrm{Re}\,[iJ'\psi_R^*(1)\psi_L(1)]=-2J'\,\mathrm{Im}\,[\psi_R^*(1)\psi_L(1)].$$

Write $a_\pm=\psi_\pm(1)$. In the product $\tfrac14(a_+^*-a_-^*)(a_++a_-)$ the squares are real, and the cross terms have imaginary part $-\tfrac12\mathrm{Im}(a_-^*a_+)$. The orbital thus carries the current $J'\,\mathrm{Im}(a_-^*a_+)$. An orbital with the same $k$ that starts on the right carries the opposite current, by mirror symmetry. Orbitals filled on both sides cancel, leaving

$$I(t)=J'\sum_{k_a<k<k_b}\mathrm{Im}\,[a_-^*(t)\,a_+(t)]. \tag{3}$$

The end amplitudes obey a closed equation. Since $h-h_\pm=\pm J'|1\rangle\langle1|$,

$$\frac{d}{ds}\Big[e^{-ih(t-s)}e^{-ih_\pm s}\Big]=\pm iJ'\,e^{-ih(t-s)}|1\rangle\langle1|e^{-ih_\pm s}.$$

Integrating from $s=0$ to $t$ and taking the element between $\langle1|$ and $\phi_k$ gives

$$a_\pm(t)=\phi_k(1)e^{-i\varepsilon t}\pm iJ'\int_0^t g_N(t-s)\,a_\pm(s)\,ds, \tag{4}$$

with $g_N(t)=\langle1|e^{-iht}|1\rangle$. Apart from the prefactor $\phi_k(1)$ and the choice of allowed $k$, the lead length enters through $g_N$ alone.

## When the far end is felt

Put $z=2Jt$ and $M=2(N+1)$. The orbitals give $g_N=\frac{2}{N+1}\sum_k\sin^2k\,e^{iz\cos k}$. Extend the sum to the $M$ points $q=2\pi l/M$ of the full circle. Each term then occurs twice, and the added points $q=0,\pi$ contribute nothing, so

$$g_N(t)=\frac1M\sum_{l=0}^{M-1}(1-\cos2q)\,e^{iz\cos q}.$$

Insert $e^{iz\cos q}=\sum_n i^nJ_n(z)e^{inq}$, where $J_n$ is a Bessel function. The average of $e^{inq}$ over the points is 1 if $n$ is a multiple of $M$ and 0 otherwise. The factor $\cos2q$ shifts $n$ by $\pm2$, and $i^{\pm2}=-1$. Hence

$$g_N(t)=\sum_{p=-\infty}^{\infty}i^{pM}\Big[J_{pM}(z)+\tfrac12J_{pM+2}(z)+\tfrac12J_{pM-2}(z)\Big]. \tag{5}$$

The term $p=0$ is $J_0+J_2=2J_1(z)/z$, the kernel $g_\infty$ of a semi-infinite lead. The others are echoes.

To bound them, start from $J_n(z)=\frac1{2\pi}\int_0^{2\pi}e^{i(z\sin\theta-n\theta)}d\theta$ and shift $\theta\to\theta-i\alpha$. The integrand then has modulus $e^{z\cos\theta\sinh\alpha-n\alpha}$. With $\cosh\alpha=n/z$, possible for $z<n$,

$$|J_n(z)|\le e^{-n(\alpha-\tanh\alpha)} .$$

The exponent is negative because $\alpha>\tanh\alpha$. The lowest order in the first echo is $M-2$. At a fixed fraction $t/t_r=z/M<1$ the echo is therefore exponentially small in $N$.

This carries over to the amplitudes. Replacing $g_N$ by $g_\infty$ in (4) is equivalent to dropping a source of size at most $J't\max|g_N-g_\infty|$, because $|a_\pm|\le1$. The response to a source is the source itself plus its convolution with $\pm iJ'\langle1|e^{-ih_\pm t}|1\rangle$, taken for the infinite lead, whose modulus is at most $J'$. The error is thus at most $(1+J't)$ times the largest source, and a power of $t$ does not spoil the exponential smallness.

Near $t_r$ the front has a finite width. For $z\approx n\approx M$ the Bessel phase is about $(z-n)\theta-z\theta^3/6$. The cubic term limits $\theta$ to order $M^{-1/3}$, so the front spreads over $|z-M|\sim M^{1/3}$. In units of $t_r$ this width shrinks as $N^{-2/3}$.

## The plateau value

Before the echo, use $g_\infty$ and write $a_\pm=\phi_k(1)u_\pm$. Let $\tilde u(\omega)=\int_0^\infty e^{i\omega t}u(t)\,dt$ with $\mathrm{Im}\,\omega>0$. The transform of $e^{-i\varepsilon t}$ is $i/(\omega-\varepsilon)$, and that of $g_\infty$ is $iG(\omega)$, with $G$ the end-site Green function. Equation (4) becomes

$$\tilde u_\pm=\frac{i}{\omega-\varepsilon}\mp J'G\,\tilde u_\pm
\quad\Rightarrow\quad
\tilde u_\pm=\frac{i\,S_\pm(\omega)}{\omega-\varepsilon},\qquad S_\pm=\frac1{1\pm J'G}.$$

A semi-infinite chain without its end site is the same chain again, so $G=1/(\omega-J^2G)$. For $\omega=-2J\cos k$ the solutions are $-e^{\pm ik}/J$. The retarded one has $\mathrm{Im}\,G\le0$:

$$G=-e^{ik}/J,\qquad S_\pm=\frac1{1\mp\lambda e^{ik}},\qquad 0<k<\pi .$$

Outside the band $|JG|<1$, so for $\lambda<1$ the denominators never vanish and there are no bound states. The singularities are then the pole at $\omega=\varepsilon$ and the branch points at $\pm2J$. The pole gives the lasting part

$$u_\pm(t)\to S_\pm(\varepsilon)\,e^{-i\varepsilon t}. \tag{6}$$

For $\lambda>1$ bound states appear as further poles, with undamped terms in $u_\pm$, and this argument fails.

Now insert (6) in (3). The denominator of $S_-^*S_+$ is

$$(1+\lambda e^{-ik})(1-\lambda e^{ik})=1-\lambda^2-2i\lambda\sin k,$$

so $\mathrm{Im}(S_-^*S_+)=2\lambda\sin k/D$ with $D=(1-\lambda^2)^2+4\lambda^2\sin^2k$. Since $\phi_k(1)^2=2\sin^2k/(N+1)$, one orbital carries

$$J\lambda\,\frac{2\sin^2k}{N+1}\,\frac{2\lambda\sin k}{D}=\frac{v}{2(N+1)}\,T,\qquad T=\frac{4\lambda^2\sin^2k}{D}. \tag{7}$$

To see that $T$ is the transmission probability, match the waves $\psi_L=e^{-ikn}+re^{ikn}$ and $\psi_R=\tau e^{ikn}$. The end-site equations hold if the lead waves, continued to $n=0$, satisfy $\psi_L(0)=\lambda\psi_R(1)$ and $\psi_R(0)=\lambda\psi_L(1)$:

$$1+r=\lambda\tau e^{ik},\qquad \tau=\lambda(e^{-ik}+re^{ik}).$$

Eliminating $r$ gives $\tau(1-\lambda^2e^{2ik})=-2i\lambda\sin k$. Because $|1-\lambda^2e^{2ik}|^2=1-2\lambda^2\cos2k+\lambda^4=D$, indeed $|\tau|^2=T$.

Equation (7) has a direct meaning. An electron bouncing in its lead strikes the bond $v/[2(N+1)]$ times per unit time and passes with probability $T$. With level spacing $\Delta k=\pi/(N+1)$ and $F(k)=vT$, the plateau of the finite system is

$$I_N=\frac{\Delta k}{2\pi}\sum_{k_a<k<k_b}F(k)\;\longrightarrow\;\frac1{2\pi}\int_{k_a}^{k_b}vT\,dk ,$$

which is (1), because $v\,dk=d\varepsilon$.

## Finite-size and transient errors

**Sampling.** Suppose $k_a$ and $k_b$ lie midway between neighbouring levels. The sum is then a midpoint rule. Over one cell, a Taylor expansion gives $\int F\,dk=F\Delta k+F''\Delta k^3/24+\dots$. Adding the cells turns $\sum F''\Delta k$ into $F'(k_b)-F'(k_a)$ to leading order, so

$$I_N-I_L\simeq-\frac{\Delta k^2}{48\pi}\big[F'(k_b)-F'(k_a)\big]=-\frac{\pi\,[F'(k_b)-F'(k_a)]}{48(N+1)^2}. \tag{8}$$

If the chemical potentials are fixed without regard to the levels, the number of excess electrons differs from $W=(k_b-k_a)/\Delta k$ by up to one. The relative error is then of order $1/W$, that is, $O(1/N)$.

**Transient.** Near a band edge $G$, and hence $S_\pm$, varies as a constant plus a square root of the distance $x$ from the edge. Deforming the frequency contour around the cut gives integrals $\int_0^\infty\sqrt{x}\,e^{-xt}dx\propto t^{-3/2}$, multiplied by $e^{\pm2iJt}$. In (3) such a term multiplies the lasting part of the other amplitude, which oscillates at $\varepsilon$. Integration over the window supplies another factor $1/t$, since by parts

$$\int_{k_a}^{k_b}A(k)e^{i\varepsilon t}dk=\left[\frac{A\,e^{i\varepsilon t}}{ivt}\right]_{k_a}^{k_b}+O(t^{-2}).$$

The current error therefore falls as $t^{-5/2}$. Products of two transients give $t^{-3}$. This needs window edges inside the band and $t$ large compared with $1/(\mu_L-\mu_R)$; at earlier times a narrow window supplies no extra factor $1/t$, and the decay is only $t^{-3/2}$. It also needs $Jt$ large compared with both 1 and $\lambda^2/(1-\lambda)^2$, because $1-\lambda e^{ik}\approx1-\lambda-i\lambda k$ must be dominated by its constant part at $k\sim(Jt)^{-1/2}$.

The levels are discrete, so the integral is really a sum whose neighbouring terms differ in phase by $\vartheta=v\Delta k\,t$. Summing the geometric series near a window edge replaces $1/\vartheta$ by $1/[2\sin(\vartheta/2)]$, an enhancement of $(\vartheta/2)/\sin(\vartheta/2)$. At the band centre $\vartheta/2=\pi t/t_r$. The factor is $\pi/2$ at half the echo time and grows as $t_r$ is approached. Multiplied by the decay $t^{-5/2}$, it gives an error that is smallest near $0.7\,t_r$ and rises again after that.

**Averaging.** The leading transients oscillate at frequencies $2J\pm|\mu|$, where $\mu$ is either chemical potential. A smooth weight over a time span proportional to $N$ suppresses them. With $x$ running from 0 to 1 across the span, the weight $\sin^4\pi x$ vanishes at both ends together with its first three derivatives, so repeated integration by parts yields several inverse powers of $N$. In the non-oscillating products of two transients the leading $t^{-3}$ part is real and drops out of the imaginary part in (3). What remains is $O(N^{-4})$, and the sampling error (8) dominates for large $N$.

## Algorithm

1. Choose $N$ so that $k_a(N+1)/\pi$ and $k_b(N+1)/\pi$ are half-integers.
2. Diagonalize the two tridiagonal matrices $h_\pm$, with eigenvectors $\chi_p$ and energies $E_p$.
3. For each excess orbital evaluate $a_\pm(t)=\sum_p\chi_p(1)\langle\chi_p|\phi_k\rangle e^{-iE_pt}$ at the wanted times, and sum (3). There is no time-step error.
4. Average with the smooth weight from $0.2\,t_r$ to $0.7\,t_r$.
5. Repeat with larger $N$ and check that the change follows $(N+1)^{-2}$.

If the junction has no mirror symmetry, the matrix of the whole system takes the place of $h_\pm$, and the current is read from the bond as in the derivation of (3). Orbitals filled on both sides still cancel exactly if the asymmetry is limited to on-site energies on the two end sites, because both leads have the same kernel $g_N$ and a real rotation that diagonalizes the $2\times2$ junction matrix takes the place of the even and odd combinations. If the asymmetry reaches further into a lead they need not cancel, so the safe course is to include every filled orbital of both leads in the sum.

## Worked example

Take $\lambda=0.5$, $k_a=0.45\pi$ and $k_b=0.55\pi$. Energies are in $J$, times in $\hbar/J$ and currents in $eJ/\hbar$. The chemical potentials are $\pm0.31287$. The half-integer condition holds when $N+1$ is an odd multiple of 10.

With $c=\cos k$ we have $D=(1+\lambda^2)^2-4\lambda^2c^2$ and $T=1-(1-\lambda^2)^2/D$. Since $v\,dk=-2J\,dc$, the integral for the symmetric window $|c|<c_0$ is

$$I_L=\frac{2J}{\pi}\left[c_0-\frac{(1-\lambda^2)^2}{2\lambda(1+\lambda^2)}\,\mathrm{artanh}\frac{2\lambda c_0}{1+\lambda^2}\right].$$

Here $c_0=0.31287/2=0.15643$, the prefactor is $0.5625/1.25=0.45$, and the inverse hyperbolic tangent of $0.8\,c_0$ is $0.12581$. Thus $I_L=0.63662\,(0.15643-0.05661)=0.06355$. For $J=1$ eV this is $15.47\ \mu$A.

For $N=149$ the current is $0.0764$ at $0.01\,t_r$, $0.06389$ at $0.05\,t_r$ and $0.063552$ at $0.5\,t_r$. In a lead of 1349 sites the transient exponent estimated from the envelope maxima for $t$ in 40 to 80 and in 160 to 200 is $2.48$, against $5/2$, with an envelope of about $0.18\,t^{-5/2}$. At $t=75$, half the echo time for $N=149$, this gives $3.7\times10^{-6}$, or $5.8\times10^{-6}$ with the factor $\pi/2$. That exceeds the sampling error of $2.0\times10^{-6}$, which is why the average is needed.

For the sampling error, $F'(k_b)=-0.3436$, and $F'(k_a)=+0.3436$ because $F$ is symmetric about $\pi/2$. For $N+1=50$, equation (8) gives

$$\frac{\pi\times0.6872}{48\times2500}=1.80\times10^{-5},$$

or $2.83\times10^{-4}$ of $I_L$. Errors of the averaged plateau relative to $I_L$ are:

| $N$ | measured | from (8) |
|---|---|---|
| 49 | $2.825\times10^{-4}$ | $2.831\times10^{-4}$ |
| 149 | $3.145\times10^{-5}$ | $3.146\times10^{-5}$ |
| 449 | $3.495\times10^{-6}$ | $3.495\times10^{-6}$ |

A mismatched lead behaves quite differently. For $N+1=95$ the window holds 10 levels instead of $W=9.5$, an excess of $0.5/9.5=5.3\%$. The measured error is $5.2\%$. The surplus half cell lies at the window edges, where $F=2(0.9877)(0.6343)=1.253$, below its window average $2\pi I_L/(0.1\pi)=1.271$. This reduces $5.26\%$ to $5.19\%$. Even with 94 sites, this plateau is much less accurate than the matched one with 49.

## The end of the plateau

The current first departs from $I_L$ by 5% at $47.4$, $147.2$ and $448.2$ for $N=49$, 149 and 449. This is 1.8 to 2.8 time units before $t_r=N+1$, comparable with the front width. The advance is not monotonic in $N$, so no law for it is inferred. Between the shortest and the longest lead the departure time grows by $1.002$ per added site, as (2) requires. The current does not simply drop: for $N=149$ it is $0.0709$ at $t_r$, about 12% above the plateau, and $0.0305$ at $1.1\,t_r$.

What follows can be found by counting collisions, to leading order in large $N$ and for a window narrow enough that its echoes return together. At the bond the even and odd waves are reflected with amplitudes $r\pm\tau$, of unit modulus. Their relative phase $2\delta$ satisfies

$$\cos2\delta=\mathrm{Re}\,[(r-\tau)^*(r+\tau)]=|r|^2-|\tau|^2=1-2T,$$

hence $\sin^2\delta=T$. The far ends reflect both waves alike. The probability of being on the right is $\sum_n|\psi_R|^2=\tfrac12(1-\mathrm{Re}\langle\psi_-|\psi_+\rangle)$, which after $\nu$ collisions equals

$$P_\nu=\tfrac12(1-\cos2\nu\delta)=\sin^2\nu\delta,\qquad P_1=T,\quad P_2=4T(1-T).$$

In each round trip $2(N+1)/v$ the whole wave passes the bond once. The second plateau therefore replaces $T$ in (1) by $P_2-P_1=T(3-4T)$. In the example $T\approx0.64$, so the current falls to about $3-4T=0.44$ of its first-plateau value. The integral over the window gives $0.02844$, and the simulation with $N=449$ gives $0.02843$.

Coherence matters here. If probabilities were added instead, the difference in occupation of the returning beams would be $1-2T$ times the original one, and for $T>\tfrac12$, as in the example, the current would change sign. The formula also shows that the first plateau does not end because the lead is empty. By (7), an orbital has passed a fraction of about $T\sin k$ by the time $t_r$. Near the band centre this is close to $T$ ($0.6365$ in the run with $N=89$), and it is small for a weak bond. Yet for $T\to0$ the next plateau is three times higher, since $P_\nu\approx\nu^2T$. For $T=\tfrac12$ the two plateaus have equal height, and a steady mean current does not prove that the echo has yet to arrive.

Away from the band centre the carriers are slower. For $z>M$ the Bessel phase $z\sin\theta-M\theta$ of the first echo is stationary at $\cos\theta=M/z=t_r/t$, so at time $t$ the echo oscillates at frequency $2J\sin\theta=2J\sqrt{1-t_r^2/t^2}$, which is zero at $t_r$. This matches an orbital's own frequency $2J|\cos k|$ when $\sin k=t_r/t$, that is after $2(N+1)/v=t_r/\sin k$, so the fastest carriers in the window bring the first matching echo. In a long lead whose window holds many levels they set the visible end, unless their $T$ is close to $\tfrac12$. There the echo hardly changes the plateau height and the lasting departure shows later, although the current can still swing briefly while the echo arrives. For a window from $0.15\pi$ to $0.25\pi$ with $\lambda=0.8$ this predicts $t_r/\sin(0.25\pi)=1.414\,t_r$. For $N=449$, where the window holds 45 levels, the simulated current first departs by 10% at $1.425\,t_r$. The earlier front at $t_r$ is made of band-centre frequencies, which do not match this window, and in this run its effect stays below that threshold. The mismatched echo cancels only in the sum over many levels, so short leads and windows with few levels depart earlier: at $1.32\,t_r$ for $N=49$, and for $N=449$ at $1.28\,t_r$ with four levels just below $0.25\pi$ and at $1.01\,t_r$ with one. The time $t_r$ thus remains the safe limit for any window, provided the average stops short of the front. The numerical check covers the second plateau for $\lambda=0.5$, the off-centre window and the parity reduction; the cases $T\to0$ and $T=\tfrac12$ follow from the formula and are not simulated.

## Calculated quantities

```
Units: energy J, time hbar/J, current e J/hbar
Bond ratio lam = 0.5; k_a/pi = 0.45, k_b/pi = 0.55
Chemical potentials: left 0.31287 J, right -0.31287 J
Bias window: 0.62574 J
T at band centre: 0.64000
T at window edge: 0.63427
Landauer current: 0.0635482 e J/hbar
Slope of F = vT at k_b: -0.34360 J
Current trace for N = 149 (t/t_r, current in e J/hbar):
  0.01  0.076443
  0.05  0.063886
  0.25  0.063561
  0.50  0.063552
  0.75  0.063550
  0.90  0.063556
  1.00  0.070930
  1.10  0.030491
  1.50  0.028434
Averaged plateau, from 0.2 t_r to 0.7 t_r:
N = 49: excess electrons 5, t_r = 50 hbar/J
  plateau 0.06356614 e J/hbar
  relative error 2.825e-04, predicted 2.831e-04
  5% departure at 47.44 hbar/J = 0.9488 t_r
N = 149: excess electrons 15, t_r = 150 hbar/J
  plateau 0.06355018 e J/hbar
  relative error 3.145e-05, predicted 3.146e-05
  5% departure at 147.24 hbar/J = 0.9816 t_r
N = 449: excess electrons 45, t_r = 450 hbar/J
  plateau 0.06354841 e J/hbar
  relative error 3.495e-06, predicted 3.495e-06
  5% departure at 448.20 hbar/J = 0.9960 t_r
Growth of departure time per site: 1.0019 hbar/J
Kernel echo, N = 49, t <= 0.8 t_r: 2.86e-05
Kernel echo, N = 49, 0.9 to 1.2 t_r: 0.537
Mismatched N = 94: 10 excess electrons, ideal 9.5
  relative plateau error 0.0519
Transient exponent: 2.479
  envelope times t^2.5: 0.1724 (t = 40 to 80), 0.1776 (160 to 200)
Direct run N = 89: largest current gap 1.6e-08 e J/hbar
  electrons moved by 0.9 t_r: 5.1349 of 9
  fraction of excess moved by t_r: 0.6365
Second plateau, N = 449: 0.028428, theory 0.028442 e J/hbar
Off-centre window k/pi = 0.15 to 0.25, lam = 0.8, N = 449:
  10% departure 1.4248 t_r, fastest-carrier echo 1.4142 t_r
For J = 1 eV: Landauer current 15.468 microampere
For J = 1 eV, N = 449: t_r = 296.2 fs
```
